# Reptation Monte Carlo: path density, grow-and-cut acceptance, end and middle estimators: verification in Python

```python
"""Reptation Monte Carlo: path density, grow-and-cut moves and estimators.

Result under test: paths (R_0,...,R_M) with density
    Psi(R_0) G(R_1,R_0) ... G(R_M,R_M-1) Psi(R_M) / Z
are sampled by growing one end with a proposal T and cutting the other, with
    acceptance = min(1, w(new <- old end) / w(cut bead <- its neighbour)),
    w(y <- x) = Psi(y) G(y,x) / (Psi(x) T(y <- x)).
The end beads give the mixed energy, the middle bead gives pure averages.
Psi: trial function, G: symmetric short-time kernel, tau: time step,
M: number of links, beta = M tau, F = d ln Psi/dx, E_L = H Psi/Psi.
Algebra is in atomic units; printed numbers are in eV and angstrom.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

# Model input in eV and angstrom, then in atomic units
K2_EV, K4_EV, SIGMA_A, TAU_EV, M = 1.0, 2.0, 0.75, 0.02, 32
k2 = K2_EV * BOHR**2 / HARTREE
k4 = K4_EV * BOHR**4 / HARTREE
sigma = SIGMA_A / BOHR
a = 1 / (2 * sigma**2)          # Psi = exp(-a x^2 / 2)
tau = TAU_EV * HARTREE


def potential(x):
    s = x * x
    return s * (k2 + k4 * s)


def log_psi(x):
    return -0.5 * a * x * x


def drift(x):
    return -a * x


def local_energy(x):
    return potential(x) + 0.5 * a - 0.5 * a * a * x * x


def log_trotter(y, x, t):
    return (-(y - x)**2 / (2 * t) - 0.5 * t * (potential(x) + potential(y))
            - 0.5 * np.log(2 * np.pi * t))


def log_proposal(y, x, t):
    return -(y - x - t * drift(x))**2 / (2 * t) - 0.5 * np.log(2 * np.pi * t)


def log_local_link(y, x, t):
    return (0.5 * (log_proposal(y, x, t) + log_proposal(x, y, t))
            - 0.5 * t * (local_energy(x) + local_energy(y)))


def log_w(y, x, t, log_link=log_trotter):
    return log_psi(y) - log_psi(x) + log_link(y, x, t) - log_proposal(y, x, t)


# ---------- complete enumeration of short paths on three sites ----------
def lattice_test():
    rng = np.random.default_rng(5)
    n, links = 3, 3
    psi = rng.random(n) + 0.5
    g = rng.random((n, n)) + 0.2
    g = 0.5 * (g + g.T)
    t = rng.random((n, n)) + 0.2
    t /= t.sum(axis=0)           # t[new, old]
    w = psi[:, None] * g / (psi[None, :] * t)
    paths = list(product(range(n), repeat=links + 1))
    index = {p: i for i, p in enumerate(paths)}
    pi = np.array([psi[p[0]] * psi[p[-1]]
                   * np.prod([g[p[i + 1], p[i]] for i in range(links)])
                   for p in paths])
    pi /= pi.sum()
    size = len(paths)
    forward, backward = np.zeros((size, size)), np.zeros((size, size))
    naive = np.zeros((size, size))
    for p in paths:
        i = index[p]
        for new in range(n):
            j = index[p[1:] + (new,)]
            ratio = w[new, p[-1]] / w[p[0], p[1]]
            forward[i, j] += t[new, p[-1]] * min(1, ratio)
            naive[i, j] += 0.5 * t[new, p[-1]] * min(1, pi[j] / pi[i])
            j = index[(new,) + p[:-1]]
            ratio = w[new, p[0]] / w[p[-1], p[-2]]
            backward[i, j] += t[new, p[0]] * min(1, ratio)
            naive[i, j] += 0.5 * t[new, p[0]] * min(1, pi[j] / pi[i])

    def with_rejection(moves):
        return moves + np.diag(1 - moves.sum(axis=1))

    def drift_of(dist, matrix):
        return np.abs(dist @ matrix - dist).sum()

    def asymmetry(dist, matrix):
        flow = dist[:, None] * matrix
        return np.abs(flow - flow.T).sum()

    def unit_eigenvalues(matrix):
        return np.sum(np.abs(np.linalg.eigvals(matrix) - 1) < 1e-8)

    random_dir = with_rejection(0.5 * (forward + backward))
    bounce = np.block([
        [forward, np.diag(1 - forward.sum(axis=1))],
        [np.diag(1 - backward.sum(axis=1)), backward]])
    pi2 = np.concatenate([pi, pi]) / 2
    out = dict(random=drift_of(pi, random_dir), bounce=drift_of(pi2, bounce),
               bounce_asym=asymmetry(pi2, bounce),
               naive=drift_of(pi, with_rejection(naive)),
               one_way=drift_of(pi, with_rejection(forward)))
    assert out["random"] < 1e-12 and asymmetry(pi, random_dir) < 1e-12
    assert out["bounce"] < 1e-12 and out["bounce_asym"] > 1e-2
    assert unit_eigenvalues(random_dir) == 1 and unit_eigenvalues(bounce) == 1
    assert out["naive"] > 1e-3 and out["one_way"] > 1e-3
    return out


lattice = lattice_test()

# ---------- link weight and local energy ----------
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
x_test = 0.9


def energy_from_w(t):
    y = x_test + t * drift(x_test) + np.sqrt(t) * nodes
    return (1 - weights @ np.exp(log_w(y, x_test, t))) / t


richardson = 2 * energy_from_w(0.005) - energy_from_w(0.01)
assert abs(richardson - local_energy(x_test)) < 1e-5


def pointwise_residual(t, link):
    y = x_test + 1.7 * np.sqrt(t)
    mean_el = 0.5 * (local_energy(x_test) + local_energy(y))
    return log_w(y, x_test, t, link) + t * mean_el


res_trotter = [pointwise_residual(t, log_trotter) for t in (1e-3, 2.5e-4)]
res_local = [pointwise_residual(t, log_local_link) for t in (1e-3, 2.5e-4)]
assert abs(res_trotter[0] / res_trotter[1] - 4) < 0.2     # order tau
assert abs(res_local[0] / res_local[1] - 8) < 0.4         # order tau^(3/2)
leading = 0.5 * (1.7**2 - 1) * 2.5e-4 * (-a)
assert abs(res_trotter[1] / leading - 1) < 0.05

# ---------- diagonalization of H on a sinc grid ----------
x = np.linspace(-6, 6, 201) / BOHR
h = x[1] - x[0]
diff = np.arange(x.size)[:, None] - np.arange(x.size)[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / h**2
derivative = np.where(diff == 0, 0.0, sign / safe) / h
H = kinetic + np.diag(potential(x))
levels, states = np.linalg.eigh(H)
E0 = levels[0]
phi0 = states[:, 0] * np.sign(states[:, 0].sum())
psi = np.exp(log_psi(x))
psi /= np.linalg.norm(psi)
coef = states.T @ psi
EL = local_energy(x)
gap = levels[2] - E0            # lowest excited state of even parity


def project(beta):
    return states @ (np.exp(-beta * (levels - E0)) * coef)


def end_energy(beta):
    p = project(beta)
    return (psi * EL) @ p / (psi @ p)


def middle_x2(beta):
    p = project(beta / 2)
    return p @ (x**2 * p) / (p @ p)


x2_pure = phi0 @ (x**2 * phi0)
x2_var = psi @ (x**2 * psi)
x2_mix = psi @ (x**2 * phi0) / (psi @ phi0)
v_pure = phi0 @ (potential(x) * phi0)
t_pure = phi0 @ kinetic @ phi0
virial = phi0 @ ((2 * k2 * x**2 + 4 * k4 * x**4) * phi0)
assert abs(2 * t_pure - virial) < 1e-8

betas_ev = [0.0, 0.08, 0.16, 0.32, 0.64]
scan = [end_energy(b * HARTREE) for b in betas_ev]
assert all(scan[i] > scan[i + 1] for i in range(4)) and scan[-1] > E0
for b_ev in (0.08, 0.32):
    b = b_ev * HARTREE
    half = project(b / 2)
    half /= np.linalg.norm(half)
    mean = half @ H @ half
    variance = np.sum((H @ half - mean * half)**2)
    slope = (end_energy(b + 0.01) - end_energy(b - 0.01)) / 0.02
    assert abs(end_energy(b) - mean) < 1e-8
    assert abs(slope / (-variance) - 1) < 1e-3

b1, b2 = 0.5 * HARTREE, 0.7 * HARTREE
rate_energy = np.log((end_energy(b1) - E0) / (end_energy(b2) - E0)) / (b2 - b1)
rate_middle = np.log((middle_x2(b1) - x2_pure)
                     / (middle_x2(b2) - x2_pure)) / (b2 - b1)
assert abs(rate_energy / gap - 1) < 0.02
assert abs(rate_middle / (gap / 2) - 1) < 0.02

el_middle = phi0 @ (EL * phi0)
deficit = 0.5 * np.sum((derivative @ phi0 - drift(x) * phi0)**2)
assert abs(el_middle - (E0 - deficit)) < 1e-7 and deficit > 1e-4


def extrapolation_error(eps):
    trial = phi0 + eps * (psi - phi0)
    mixed = trial @ (x**2 * phi0) / (trial @ phi0)
    return 2 * mixed - trial @ (x**2 * trial) / (trial @ trial) - x2_pure


assert abs(extrapolation_error(0.1) / extrapolation_error(0.05) - 4) < 0.4


# ---------- time-step error of two links for an infinitely long path ----------
def step_errors(tau_ev, link):
    t = tau_ev * HARTREE
    kernel = h * np.exp(link(x[:, None], x[None, :], t))
    vec = np.linalg.eigh(kernel)[1][:, -1]
    vec = vec * np.sign(vec.sum())
    return np.array([(psi * EL) @ vec / (psi @ vec) - E0,
                     vec @ (x**2 * vec) - x2_pure])


err_trotter = step_errors(0.02, log_trotter)
err_local = step_errors(0.02, log_local_link)
order_trotter = err_trotter / step_errors(0.01, log_trotter)
order_local = step_errors(0.005, log_local_link) / step_errors(
    0.0025, log_local_link)
assert np.all(np.abs(order_trotter - 4) < 0.3)
assert np.all(np.abs(order_local - 2) < 0.3)

# ---------- deterministic averages of the discretized path ----------
link_matrix = h * np.exp(log_trotter(x[:, None], x[None, :], tau))
grown = [psi]
for _ in range(M):
    grown.append(link_matrix @ grown[-1])


def slice_average(values, j):
    density = grown[j] * grown[M - j]
    return density @ values / density.sum()


grid = np.array([slice_average(EL, 0), slice_average(x**2, 0),
                 slice_average(x**2, M // 2),
                 slice_average(EL, 0) - slice_average(potential(x), M // 2)])


# ---------- reptation Monte Carlo with independent reptiles ----------
def reptate(bounce, seed, chains=1500, burn=2500, moves=6500):
    rng = np.random.default_rng(seed)
    length = M + 1
    beads = np.empty((chains, length))
    beads[:, 0] = sigma * rng.standard_normal(chains)
    for i in range(M):
        old = beads[:, i]
        beads[:, i + 1] = (old + tau * drift(old)
                           + np.sqrt(tau) * rng.standard_normal(chains))
    rows = np.arange(chains)
    first = np.zeros(chains, dtype=int)      # slot of R_0 in a ring buffer
    direction = np.where(rng.random(chains) < 0.5, 1, -1)
    sums, count, accepted = np.zeros((4, chains)), 0, 0
    for move in range(burn + moves):
        last = (first + M) % length
        ahead = direction > 0
        grow = np.where(ahead, last, first)
        cut = np.where(ahead, first, last)
        old, removed = beads[rows, grow], beads[rows, cut]
        neighbour = beads[rows, (cut + direction) % length]
        new = (old + tau * drift(old)
               + np.sqrt(tau) * rng.standard_normal(chains))
        log_ratio = log_w(new, old, tau) - log_w(removed, neighbour, tau)
        accept = -rng.standard_exponential(chains) < log_ratio
        beads[rows, cut] = np.where(accept, new, removed)
        first = (first + direction * accept) % length
        if bounce:
            direction = np.where(accept, direction, -direction)
        else:
            direction = np.where(rng.random(chains) < 0.5, 1, -1)
        if move >= burn:
            accepted += accept.sum()
            if move % 4 == 0:
                p = beads[rows, first]
                q = beads[rows, (first + M) % length]
                mid = beads[rows, (first + M // 2) % length]
                energy = 0.5 * (local_energy(p) + local_energy(q))
                sums[0] += energy
                sums[1] += 0.5 * (p * p + q * q)
                sums[2] += mid * mid
                sums[3] += energy - potential(mid)
                count += 1
    per_chain = sums / count
    return (per_chain.mean(axis=1),
            per_chain.std(axis=1, ddof=1) / np.sqrt(chains),
            accepted / (moves * chains))


mc, mc_err, acc_rate = reptate(True, 11)
mc_r, mc_r_err, acc_rate_r = reptate(False, 12)
assert np.all(np.abs(mc - grid) < 4.5 * mc_err)
assert np.all(np.abs(mc_r - grid) < 4.5 * mc_r_err)
assert mc[1] - mc[2] > 5 * np.hypot(mc_err[1], mc_err[2])
error_ratio = mc_r_err[2] / mc_err[2]
assert error_ratio > 1.2

# ---------- one acceptance probability by hand ----------
old_A, new_A, neighbour_A, cut_A = 0.4, 1.1, 0.5, 0.3
w_new = np.exp(log_w(new_A / BOHR, old_A / BOHR, tau))
w_cut = np.exp(log_w(cut_A / BOHR, neighbour_A / BOHR, tau))

# ---------- printed numbers ----------
A2 = BOHR**2
unit = np.array([HARTREE, A2, A2, HARTREE])
print(f"k2 = {K2_EV} eV/A^2, k4 = {K4_EV} eV/A^4, trial sigma = {SIGMA_A} A")
print(f"tau = {TAU_EV} 1/eV, M = {M}, beta = {M * TAU_EV:.2f} 1/eV")
print(f"tau = {tau:.4f} a.u., trial exponent a = {a / A2:.4f} 1/A^2")
print(f"Three-site stationarity defect, random direction: "
      f"{lattice['random']:.1e}")
print(f"  same, bounce rule: {lattice['bounce']:.1e}")
print(f"  bounce detailed-balance defect: {lattice['bounce_asym']:.3f}")
print(f"  defect if proposal ratio is omitted: {lattice['naive']:.3f}")
print(f"  defect if direction never reverses: {lattice['one_way']:.3f}")
print(f"Hand move: old end {old_A} A, new bead {new_A} A")
print(f"  cut bead {cut_A} A, its neighbour {neighbour_A} A")
print(f"  w_new = {w_new:.4f}, w_cut = {w_cut:.4f}, "
      f"acceptance = {min(1, w_new / w_cut):.4f}")
print(f"Diagonalization: E0 = {E0 * HARTREE:.4f} eV = {E0:.6f} hartree")
print(f"  even-parity gap = {gap * HARTREE:.3f} eV")
print(f"  overlap of trial and ground state = {psi @ phi0:.5f}")
print(f"  pure <V> = {v_pure * HARTREE:.4f} eV, "
      f"<T> = {t_pure * HARTREE:.4f} eV")
print("End energy with exact propagator:")
for b_ev, energy in zip(betas_ev, scan):
    print(f"  beta = {b_ev:.2f} 1/eV: {energy * HARTREE:.5f} eV")
print(f"Bias decay rate: energy {rate_energy * HARTREE:.3f} eV, "
      f"middle x^2 {rate_middle * HARTREE:.3f} eV")
print(f"<x^2> variational = {x2_var * A2:.5f} A^2")
print(f"<x^2> mixed = {x2_mix * A2:.5f} A^2")
print(f"<x^2> extrapolated = {(2 * x2_mix - x2_var) * A2:.5f} A^2")
print(f"<x^2> pure = {x2_pure * A2:.5f} A^2 = {x2_pure:.5f} bohr^2")
print(f"E_L averaged at middle = {el_middle * HARTREE:.4f} eV, "
      f"deficit = {deficit * HARTREE:.4f} eV")
for name, err in (("Trotter", err_trotter), ("local-energy", err_local)):
    print(f"{name} link, tau error: E {err[0] * HARTREE:+.5f} eV, "
          f"x^2 {err[1] * A2:+.6f} A^2")
print(f"Error ratio on halving tau (E, x^2): Trotter "
      f"{order_trotter[0]:.2f}, {order_trotter[1]:.2f}")
print(f"  local-energy link: {order_local[0]:.2f}, {order_local[1]:.2f}")
print("Discretized path on grid, <x^2> by slice:")
for j in (0, 2, 4, 8, 16):
    print(f"  slice {j}: {slice_average(x**2, j) * A2:.5f} A^2")
names = ["end energy", "end x^2", "middle x^2", "kinetic energy"]
labels = ["eV", "A^2", "A^2", "eV"]
print("Reptation with bounce rule, and grid value of same path:")
for i in range(4):
    print(f"  {names[i]}: {mc[i] * unit[i]:.5f} +- "
          f"{mc_err[i] * unit[i]:.5f}, grid {grid[i] * unit[i]:.5f} "
          f"{labels[i]}")
print(f"Acceptance rate: bounce {acc_rate:.4f}, random {acc_rate_r:.4f}")
print(f"Random-direction middle x^2 = {mc_r[2] * A2:.5f} +- "
      f"{mc_r_err[2] * A2:.5f} A^2")
print(f"Error-bar ratio random/bounce, middle x^2 = {error_ratio:.2f}")
print("done: every assertion held")
```

It prints:

```
k2 = 1.0 eV/A^2, k4 = 2.0 eV/A^4, trial sigma = 0.75 A
tau = 0.02 1/eV, M = 32, beta = 0.64 1/eV
tau = 0.5442 a.u., trial exponent a = 0.8889 1/A^2
Three-site stationarity defect, random direction: 7.9e-17
  same, bounce rule: 8.9e-17
  bounce detailed-balance defect: 1.679
  defect if proposal ratio is omitted: 0.153
  defect if direction never reverses: 0.275
Hand move: old end 0.4 A, new bead 1.1 A
  cut bead 0.3 A, its neighbour 0.5 A
  w_new = 0.7775, w_cut = 0.9925, acceptance = 0.7834
Diagonalization: E0 = 3.6915 eV = 0.135659 hartree
  even-parity gap = 20.743 eV
  overlap of trial and ground state = 0.99332
  pure <V> = 1.3695 eV, <T> = 2.3219 eV
End energy with exact propagator:
  beta = 0.00 1/eV: 4.15426 eV
  beta = 0.08 1/eV: 3.72936 eV
  beta = 0.16 1/eV: 3.69804 eV
  beta = 0.32 1/eV: 3.69171 eV
  beta = 0.64 1/eV: 3.69147 eV
Bias decay rate: energy 20.743 eV, middle x^2 10.374 eV
<x^2> variational = 0.56250 A^2
<x^2> mixed = 0.47158 A^2
<x^2> extrapolated = 0.38066 A^2
<x^2> pure = 0.41716 A^2 = 1.48971 bohr^2
E_L averaged at middle = 3.5004 eV, deficit = 0.1911 eV
Trotter link, tau error: E -0.00801 eV, x^2 -0.000907 A^2
local-energy link, tau error: E +0.04339 eV, x^2 +0.021045 A^2
Error ratio on halving tau (E, x^2): Trotter 3.90, 3.99
  local-energy link: 1.98, 2.01
Discretized path on grid, <x^2> by slice:
  slice 0: 0.47046 A^2
  slice 2: 0.43896 A^2
  slice 4: 0.42605 A^2
  slice 8: 0.41812 A^2
  slice 16: 0.41639 A^2
Reptation with bounce rule, and grid value of same path:
  end energy: 3.68499 +- 0.00163, grid 3.68346 eV
  end x^2: 0.47147 +- 0.00051, grid 0.47046 A^2
  middle x^2: 0.41690 +- 0.00065, grid 0.41639 A^2
  kinetic energy: 2.32230 +- 0.00297, grid 2.32232 eV
Acceptance rate: bounce 0.9504, random 0.9504
Random-direction middle x^2 = 0.42117 +- 0.00224 A^2
Error-bar ratio random/bounce, middle x^2 = 3.42
done: every assertion held
```
